**Ballistic channel: two-terminal resistance, contact heat and four-terminal resistance**

In Rydberg units (\(\hbar=1\), \(e^2=2\)) a coherent channel with \(M\) spin-degenerate modes of mean transmission \(T\) has \(R_2=\pi/(2MT)=h/(2e^2MT)\); the power \(j\Delta\mu\) leaves as heats \(Q_1,Q_2\) in the contacts, and weak, phase-averaging probes that weight all modes equally read \(R_4=(\pi/2M)(1-T)/T\). Here \(j\) is the particle current, \(\Delta\mu=\mu_1-\mu_2=eV\), \(R=\Delta\mu/2j\), \(\varepsilon_n\) are subband edges of a lattice strip, \(U\) is a one-row barrier and \(v_n=2t\sin k_na\). The program asserts the formulas for \(R_2\), \(Q_1\), \(Q_2\), the off-plateau conductance and the below-threshold mean energy \(E_B+kT\) against explicit \(k\) sums. It asserts the Landauer current, heats and directional occupations against the time evolution of two joined chains, with the late energy drift of the central region below 1 % of \(IV\) and, for the clean chain, within 10 % of an inverse-time switching transient. A two-dimensional Green-function solution is asserted to transmit \(M\) modes for three lengths with a flat source-fed share of 1/2 in the channel, and four-terminal Büttiker equations are compared with the formulas for equal-weight, density and point probes, with a rise of \(R_2\) asserted for strong probes. For \(m^*=0.1\), width 400 bohr and \(E_F=0.004\) Ry the output shows \(M=2\), \(R_2=6453\ \Omega\) and 1.147 nW split equally between the contacts at 2.72 mV. With \(U=0.01\) Ry it shows \(T=0.5832\), \(R_2=11065\ \Omega\) and \(R_4=4612\ \Omega\), and for one mode point probes give \(R_4\) between \(-3.51\) and \(3.51\) in units of \(2\hbar/e^2\).

## Program and output

```python
# Result under test (Rydberg units: hbar = 1, e^2 = 2, h = 2 pi, lengths in bohr):
# a coherent channel with M spin-degenerate modes of mean transmission T has
# R2 = pi/(2 M T)  (= h/2e^2MT); the power j*dmu leaves as heat Q1, Q2 in the contacts;
# weak, phase-averaging, mode-democratic probes give R4 = (pi/2M)(1-T)/T.
# j particle current, dmu = mu1-mu2 = eV, R = dmu/(2j), hop = 1/(m* a^2), eps subband edges,
# U barrier on one lattice row, v = 2 hop sin(ka) (energy units), kT temperature.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.linalg import block_diag
from scipy.integrate import quad
from scipy.special import expit
from scipy import constants as c

pi = np.pi
Ry = c.physical_constants['Rydberg constant times hc in J'][0]
OHM, AMP, WATT = 2*c.hbar/c.e**2, c.e*Ry/c.hbar, Ry**2/c.hbar
fermi = lambda E, mu, kT: expit((mu - E)/kT)
def show(label, x, unit=''):
    print(f"{label}: {x:.5g} {unit}")

mstar, a, EF, kT, dmu, U = 0.1, 25.0, 0.004, 5e-5, 2e-4, 0.01
hop = 1/(mstar*a*a)
chain = lambda n, t: -t*(np.eye(n, k=1) + np.eye(n, k=-1))
eps = np.linalg.eigvalsh(chain(15, hop) + 2*hop*np.eye(15))
M = int(np.sum(eps < EF))
print(f"m*={mstar}, W={16*a} bohr, a={a} bohr, EF={EF} Ry, kT={kT} Ry, dmu={dmu} Ry, U={U} Ry")
show("hop", hop, "Ry"); show("kT", kT*Ry/c.k, "K"); show("V", dmu*Ry/c.e*1e3, "mV")
print("subband edges 1-3 lattice (Ry):", np.round(eps[:3], 6), " M =", M)
print("subband edges 1-3 continuum (Ry):", np.round((np.arange(1, 4)*pi/(16*a))**2/mstar, 6))
show("resistance unit 2hbar/e^2", OHM, "ohm"); show("h/2e^2", c.h/(2*c.e**2), "ohm")

# ---- explicit sums over right-moving k states of a long ring
def ksum(mu1, mu2, temp, barrier=0.0, gate=0.0, N=200000):
    k = 2*pi*np.arange(N//2)/N
    band = 2*hop*(1 - np.cos(k))
    vel = np.gradient(band, k, edge_order=2)
    tr = vel**2/(vel**2 + barrier**2) if barrier else 1.0
    j = jE = 0.0
    for e in eps:
        E = e + gate + band
        w = 2/N*vel*tr*(fermi(E, mu1, temp) - fermi(E, mu2, temp))
        j += w.sum(); jE += (w*E).sum()
    return j, mu1*j - jE, jE - mu2*j
mu1, mu2 = EF + dmu/2, EF - dmu/2
j, Q1, Q2 = ksum(mu1, mu2, kT)
assert abs(dmu/(2*j)/(pi/(2*M)) - 1) < 1e-6
assert abs(Q1/(M*dmu**2/(2*pi)) - 1) < 1e-5 and abs(Q2/(M*dmu**2/(2*pi)) - 1) < 1e-5
print(f"ballistic R2: {dmu/(2*j):.5f} Ry units = {dmu/(2*j)*OHM:.1f} ohm")
print(f"ballistic j: {j:.5g} Ry/hbar, I = {j*AMP:.5g} A")
print(f"ballistic Q1, Q2: {Q1:.5g}, {Q2:.5g} Ry^2/hbar; IV = {(Q1+Q2)*WATT:.5g} W")
for mu0, hot in ((EF, 1e-3), (0.0025, 2e-4)):
    jh = ksum(mu0 + 5e-7, mu0 - 5e-7, hot)[0]; fs = fermi(eps, mu0, hot).sum()
    assert abs(jh/1e-6/(fs/pi) - 1) < 1e-4
    print(f"mu={mu0}, kT={hot} Ry: sum f(eps)={fs:.4f}, R2={1e-6/(2*jh):.4f} Ry units")
EB, big = EF + 5*kT, 2e-3
jd, Q1d, Q2d = ksum(EF, EF - big, kT, gate=EB - eps[0])
assert abs((EF - Q1d/jd - EB)/kT - 1) < 5e-3 and Q1d < 0 and Q2d > jd*big
print(f"depleted: mu1={EF}, EB={EB:.5f}, dmu={big} Ry, j={jd:.4g} Ry/hbar")
print(f"depleted heat per electron: source {Q1d/jd:.4g}, drain {Q2d/jd:.4g} Ry")

# ---- time evolution of two chains joined through one site (hopping 1 Ry, one spin)
N, m1, m2, th = 400, -0.5, -1.1, 0.08
h0 = chain(N, 1.0); e0, V0 = np.linalg.eigh(h0)
rho0 = block_diag((V0*fermi(e0, m1, th))@V0.T, [[0.5]], (V0*fermi(e0, m2, th))@V0.T)
site = np.arange(-N, N + 1)
print(f"time evolution: 2x{N}+1 sites, mu1={m1}, mu2={m2}, kT={th} Ry, per spin")
# Switching-on transient of the clean chain: holes at the band bottom and particles at the
# top, total weight wq, spread as wq/(4 pi time) per site with energy 2 Ry per bond,
# so 60 central bonds hold an excess energy bq/time with bq = 30 wq/pi.
wq = 1.0            # half-filled joint site: 1/2 hole plus 1/2 particle
for m in (m1, m2):
    fq = lambda q: fermi(-2*np.cos(q), m, th)
    qF = np.arccos(-m/2)
    wq += quad(lambda q: (fq(0.0) - fq(q))/np.tan(q/2)**2, 0, pi, points=[qF], limit=200)[0]/(2*pi)
    wq += quad(lambda q: (fq(q) - fq(pi))*np.tan(q/2)**2, 0, pi, points=[qF], limit=200)[0]/(2*pi)
bq = 30*wq/pi
print(f"clean-chain transient: w={wq:.4f}, b={bq:.3f} hbar")
for u in (0.0, 1.0):
    H = chain(2*N + 1, 1.0); H[N, N] = u
    E, V = np.linalg.eigh(H); rho = V.T@rho0@V
    def slope(O, t1, t2):
        W = (V.T@O@V)*rho
        val = [np.real(p@(W@p.conj())) for p in (np.exp(1j*E*t1), np.exp(1j*E*t2))]
        return (val[1] - val[0])/(t2 - t1)
    jt = slope(np.diag(np.sign(site)/2.0), 60, 160)
    jEt = slope(block_diag(-h0, [[0.0]], h0)/2, 60, 160)
    mask = (abs(site) <= 30)*1.0; Hc = H*np.outer(mask, mask)
    early, late = slope(Hc, 120, 160), slope(Hc, 240, 340)   # echoes return near time 385
    Tr = lambda x: (4 - x*x)/(4 - x*x + u*u) if u else 1.0
    land = lambda g: quad(lambda x: g(x)*Tr(x)*(fermi(x, m1, th) - fermi(x, m2, th)),
                          -2, 2, points=[m2, m1], limit=200)[0]/(2*pi)
    jl, q1, q2 = land(lambda x: 1.0), land(lambda x: m1 - x), land(lambda x: x - m2)
    assert abs(jt/jl - 1) < 2e-3
    assert abs((m1*jt - jEt)/q1 - 1) < 5e-3 and abs((jEt - m2*jt)/q2 - 1) < 5e-3
    assert abs(late) < 0.01*jt*(m1 - m2)
    if u == 0:   # 10 %: higher orders in (30 sites)/(2 time) are not in the b/time law
        pe, pl = -bq/(120*160), -bq/(240*340)
        assert abs(early/pe - 1) < 0.1 and abs(late/pl - 1) < 0.1
        print(f" b/time law, rates t=120-160, 240-340: {pe:.2e}, {pl:.2e} Ry^2/hbar")
    Ek = -0.8; k0 = np.arccos(-Ek/2); occ = []
    for s in (1, -1):   # Gaussian packet left of the joint; 0.01 covers its energy width
        phi = np.exp(-(site + 110.0)**2/(4*20.0**2) + 1j*s*k0*site)
        b = np.exp(1j*E*160)*(V.T@(phi/np.linalg.norm(phi)))
        occ.append(np.real(b.conj()@rho@b))
    f1, f2 = fermi(Ek, m1, th), fermi(Ek, m2, th)
    mix = (1 - Tr(Ek))*f1 + Tr(Ek)*f2
    assert abs(occ[0] - f1) < 0.01 and abs(occ[1] - mix) < 0.01
    print(f" u={u} Ry: j={jt:.5f} (Landauer {jl:.5f}) Ry/hbar, IV={jt*(m1-m2):.5f} Ry^2/hbar")
    print(f"  Q1={m1*jt-jEt:.5f} ({q1:.5f}), Q2={jEt-m2*jt:.5f} ({q2:.5f}) Ry^2/hbar")
    print(f"  central energy rate t=120-160, 240-340: {early:.2e}, {late:.2e} Ry^2/hbar")
    print(f"  E={Ek} Ry, T={Tr(Ek):.4f}: right {occ[0]:.4f} (f1 {f1:.4f}), left {occ[1]:.4f} ({mix:.4f})")

# ---- 2D wide-narrow-wide geometry
def phase(E, e):
    z = 1 - (E - e)/(2*hop)
    return z + 1j*np.sqrt(1 - z*z) if abs(z) < 1 else z - np.sign(z)*np.sqrt(z*z - 1)
ny, pad = 63, 30
ew, chi = np.linalg.eigh(chain(ny, hop) + 2*hop*np.eye(ny))
lam = np.array([phase(EF, e) for e in ew], dtype=complex); opened = ew < EF
Sig = (chi*(-hop*lam))@chi.T
B = chi[:, opened]*np.sqrt(2*hop*lam[opened].imag)
def geometry(L, taper):
    ramp = 8 + 24*np.cos(pi/2*(np.arange(taper) + 0.5)/max(taper, 1))**2
    half = np.r_[np.full(pad, 32.0), ramp, np.full(L, 8.0), ramp[::-1], np.full(pad, 32.0)]
    nx = len(half)
    d = np.clip(half[:, None] - abs(np.arange(ny) - 31)[None, :], 1e-4, 1)
    wall = hop*(1 - d)/d      # hard wall at a fractional lattice distance d
    Tx = sp.diags([np.ones(nx - 1)]*2, [1, -1]); Ty = sp.diags([np.ones(ny - 1)]*2, [1, -1])
    ends = sp.coo_matrix(([1.0, 1.0], ([0, nx - 1], [0, nx - 1])), shape=(nx, nx))
    A = (sp.diags(EF - 4*hop - wall.ravel()) + hop*(sp.kron(Tx, sp.eye(ny)) + sp.kron(sp.eye(nx), Ty))
         - sp.kron(ends, sp.csr_matrix(Sig)))
    n = B.shape[1]; rhs = np.zeros((nx*ny, 2*n), complex)
    rhs[:ny, :n] = B; rhs[-ny:, n:] = B
    psi = splu(sp.csc_matrix(A, dtype=complex)).solve(rhs)
    T = np.sum(abs(B.T@psi[-ny:, :n])**2)
    rl = (abs(psi[:, :n])**2).sum(1).reshape(nx, ny).sum(1)
    rr = (abs(psi[:, n:])**2).sum(1).reshape(nx, ny).sum(1)
    share = lambda s: rl[s].sum()/(rl[s].sum() + rr[s].sum())
    o = pad + taper
    return T, share(slice(0, pad)), share(slice(o + 5, o + 15)), share(slice(o + L - 15, o + L - 5))
print(f"contact width {64*a} bohr, N = {opened.sum()} modes, taper {80*a} bohr")
for L in (40, 80, 160):
    T, s0, s1, s2 = geometry(L, 80)
    assert abs(T - M) < 0.02 and T < M + 1e-4
    assert s0 > 0.85 and abs(s1 - 0.5) < 0.03 and abs(s2 - 0.5) < 0.03
    print(f" L={L*a} bohr: T_total={T:.4f}, R2={pi/(2*T):.4f}; share {s0:.3f} | {s1:.3f} {s2:.3f}")
Tab = geometry(80, 0)[0]
assert Tab < M + 1e-4
print(f" abrupt, L={80*a} bohr: T_total={Tab:.4f}, R2={pi/(2*Tab):.4f} Ry units")

# ---- four terminals; barrier and probes are uniform across the strip, so modes decouple
def four(E, u, gA, scale=None):
    n = len(gA); Tm = np.zeros((4, 4))
    for i, e in enumerate(eps[eps < E]):
        z = phase(E, e); s = 1.0 if scale is None else scale[i]
        gam = np.zeros((4, n)); gam[0, 0] = gam[1, -1] = 2*hop*z.imag
        gam[2], gam[3] = s*gA, s*gA[::-1]
        dg = e + 2*hop - 0.5j*(gam[2] + gam[3]); dg[n//2] += u
        dg[0] -= hop*z; dg[-1] -= hop*z
        G = np.linalg.inv(np.diag(E - dg) - chain(n, hop))
        Tm += gam@abs(G)**2@gam.T
    np.fill_diagonal(Tm, 0); K = np.diag(Tm.sum(1)) - Tm
    mu = np.r_[1.0, 0.0, np.linalg.solve(K[2:, 2:], -K[2:, 0])]
    cur = K[0]@mu/pi
    return 1/(2*cur), (mu[2] - mu[3])/(2*cur), mu[2] - mu[3]
win = np.zeros(271); win[5:125] = np.sin(pi*(np.arange(120) + 0.5)/120)**2
weak, strong = 1e-8, 1e-4
v = np.array([2*hop*phase(EF, e).imag for e in eps[:M]]); Tn = v**2/(v**2 + U**2); Tb = Tn.mean()
print(f"probes {120*a} bohr long, peak coupling weak {weak}, strong {strong} Ry")
print("v_n (Ry):", np.round(v, 5), " T_n:", np.round(Tn, 4), f" mean T={Tb:.4f}")
R2, R4, _ = four(EF, 0.0, weak*win)
assert abs(R2 - pi/(2*M)) < 1e-3 and abs(R4) < 1e-3
print(f"U=0 weak probes: R2={R2:.4f}, R4={R4:.1e} Ry units")
R2, R4, dv = four(EF, U, weak*win, v/v[0])
assert abs(R2/(pi/(2*M*Tb)) - 1) < 1e-3 and abs(R4/(pi/(2*M)*(1 - Tb)/Tb) - 1) < 3e-3
print(f"barrier: R2={R2:.4f} Ry units = {R2*OHM:.0f} ohm; (muA-muB)/dmu={dv:.4f}")
print(f"equal mode weights: R4={R4:.4f} Ry units = {R4*OHM:.0f} ohm; R2-R4={R2-R4:.4f}")
w = (1/v)/(1/v).sum(); _, R4w, dvw = four(EF, U, weak*win)
assert abs(dvw/(w@(1 - Tn)) - 1) < 3e-3 and abs(R4w/R4 - 1) > 0.02
print("density probe: w_n =", np.round(w, 4), f"(muA-muB)/dmu={dvw:.4f}, R4={R4w:.4f} Ry units")
R2s, R4s, _ = four(EF, 0.0, strong*win)
assert R2s > 1.05*pi/(2*M)
print(f"U=0 strong probes: R2={R2s:.4f}, R4={R4s:.4f} Ry units")
jb, Q1b, Q2b = ksum(mu1, mu2, kT, barrier=U)
assert abs(dmu/(2*jb)/R2 - 1) < 3e-3 and Q1b < Q2b
print(f"barrier: j={jb:.5g} Ry/hbar, I={jb*AMP:.4g} A, Q1={Q1b:.4g}, Q2={Q2b:.4g} Ry^2/hbar")
E1 = 0.0015; z = phase(E1, eps[0]); v1 = 2*hop*z.imag
r = U/(1j*v1 - U); T1 = v1**2/(v1**2 + U**2)
R2o, R4o, _ = four(E1, U, weak*win)
assert abs(R4o/(pi/2*(1 - T1)/T1) - 1) < 3e-3
print(f"one mode, E={E1} Ry: v={v1:.5f} Ry, T={T1:.4f}, R2={R2o:.4f}, R4={R4o:.4f} Ry units")
drops = []
for d in range(1, 61):
    g = np.zeros(131); g[65 - d] = 1e-7
    x = four(E1, U, g)[2]; Aa = abs(1 + r*z**(2*d))**2
    assert abs(x - (Aa - T1)/(Aa + T1)) < 1e-3 and abs(x) < np.sqrt(1 - T1) + 1e-3
    drops.append(x)
# 0.05: integer positions sample the phase 2kd only on a coarse grid
assert abs(max(drops) - np.sqrt(1 - T1)) < 0.05 and abs(min(drops) + np.sqrt(1 - T1)) < 0.05
print(f"point probes: drop/dmu from {min(drops):.4f} to {max(drops):.4f}, sqrt(1-T)={np.sqrt(1-T1):.4f}")
print(f"point probes: R4 from {min(drops)*R2o:.4f} to {max(drops)*R2o:.4f} Ry units")
print("done: every assertion held")
```

Output:

```
m*=0.1, W=400.0 bohr, a=25.0 bohr, EF=0.004 Ry, kT=5e-05 Ry, dmu=0.0002 Ry, U=0.01 Ry
hop: 0.016 Ry
kT: 7.8944 K
V: 2.7211 mV
subband edges 1-3 lattice (Ry): [0.000615 0.002436 0.005393]  M = 2
subband edges 1-3 continuum (Ry): [0.000617 0.002467 0.005552]
resistance unit 2hbar/e^2: 8216.5 ohm
h/2e^2: 12906 ohm
ballistic R2: 0.78540 Ry units = 6453.2 ohm
ballistic j: 0.00012732 Ry/hbar, I = 4.2167e-07 A
ballistic Q1, Q2: 1.2732e-08, 1.2732e-08 Ry^2/hbar; IV = 1.1474e-09 W
mu=0.004, kT=0.001 Ry: sum f(eps)=1.9978, R2=0.7863 Ry units
mu=0.0025, kT=0.0002 Ry: sum f(eps)=1.5794, R2=0.9945 Ry units
depleted: mu1=0.004, EB=0.00425, dmu=0.002 Ry, j=1.069e-07 Ry/hbar
depleted heat per electron: source -0.0003001, drain 0.0023 Ry
time evolution: 2x400+1 sites, mu1=-0.5, mu2=-1.1, kT=0.08 Ry, per spin
clean-chain transient: w=1.4294, b=13.649 hbar
 b/time law, rates t=120-160, 240-340: -7.11e-04, -1.67e-04 Ry^2/hbar
 u=0.0 Ry: j=0.09549 (Landauer 0.09549) Ry/hbar, IV=0.05730 Ry^2/hbar
  Q1=0.02865 (0.02865), Q2=0.02865 (0.02865) Ry^2/hbar
  central energy rate t=120-160, 240-340: -7.14e-04, -1.67e-04 Ry^2/hbar
  E=-0.8 Ry, T=1.0000: right 0.9732 (f1 0.9770), left 0.0266 (0.0230)
 u=1.0 Ry: j=0.07315 (Landauer 0.07315) Ry/hbar, IV=0.04389 Ry^2/hbar
  Q1=0.02150 (0.02150), Q2=0.02240 (0.02240) Ry^2/hbar
  central energy rate t=120-160, 240-340: -3.43e-05, -2.00e-06 Ry^2/hbar
  E=-0.8 Ry, T=0.7706: right 0.9732 (f1 0.9770), left 0.2439 (0.2418)
contact width 1600.0 bohr, N = 10 modes, taper 2000.0 bohr
 L=1000.0 bohr: T_total=2.0000, R2=0.7854; share 0.936 | 0.500 0.500
 L=2000.0 bohr: T_total=2.0000, R2=0.7854; share 0.936 | 0.500 0.500
 L=4000.0 bohr: T_total=2.0000, R2=0.7854; share 0.936 | 0.500 0.500
 abrupt, L=2000.0 bohr: T_total=1.9811, R2=0.7929 Ry units
probes 3000.0 bohr long, peak coupling weak 1e-08, strong 0.0001 Ry
v_n (Ry): [0.01432 0.00988]  T_n: [0.6723 0.4941]  mean T=0.5832
U=0 weak probes: R2=0.7854, R4=2.1e-05 Ry units
barrier: R2=1.3467 Ry units = 11065 ohm; (muA-muB)/dmu=0.4168
equal mode weights: R4=0.5613 Ry units = 4612 ohm; R2-R4=0.7854
density probe: w_n = [0.4082 0.5918] (muA-muB)/dmu=0.4332, R4=0.5833 Ry units
U=0 strong probes: R2=1.1745, R4=0.1984 Ry units
barrier: j=7.4209e-05 Ry/hbar, I=2.458e-07 A, Q1=7.261e-09, Q2=7.581e-09 Ry^2/hbar
one mode, E=0.0015 Ry: v=0.00747 Ry, T=0.3584, R2=4.3827, R4=2.8119 Ry units
point probes: drop/dmu from -0.8000 to 0.8010, sqrt(1-T)=0.8010
point probes: R4 from -3.5060 to 3.5104 Ry units
done: every assertion held
```
